# Saturated width of the two-dimensional Edwards-Wilkinson surface: test program

```python
"""
Saturated width of the two-dimensional Edwards-Wilkinson surface
    dh/dt = nu * Laplacian(h) + noise,  noise strength 2 D,
on a periodic square lattice with N x N sites and spacing a (L = N a).
Result under test, for large N:
    W^2 = D/(2 pi nu) * (ln(L/a) + C),
    C = gamma + ln(2)/2 - ln(pi) + pi/6 + 2 sum_m 1/(m (exp(2 pi m)-1)).
W^2 : ensemble average of the spatial variance of the height h
nu  : smoothing coefficient; D : noise strength; gamma : Euler's constant
tau = nu t / a^2 : reduced time; reduced W^2 means W^2 / (D/nu)
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.special import ive

a = 0.3       # nm
nu = 10.0     # nm^2/s
D = 1.0       # nm^4/s
ratio = D / nu


def lattice_eigenvalues(n):
    k = 2 * np.pi * np.arange(n) / n
    one_axis = 4 * np.sin(k / 2) ** 2
    return (one_axis[:, None] + one_axis[None, :]).ravel()[1:]


def reduced_saturated(n):
    return np.sum(1 / lattice_eigenvalues(n)) / n**2


def reduced_growing(n, tau):
    lam = lattice_eigenvalues(n)
    return np.sum(-np.expm1(-2 * lam * tau) / lam) / n**2


def reduced_by_rows(n):
    s = np.sin(np.pi * np.arange(1, n) / n)
    mu = 2 * np.arcsinh(s)
    rows = 1 / (np.tanh(n * mu / 2) * 2 * np.sinh(mu))
    return (1 - 1 / n**2) / 12 + np.sum(rows) / n


m = np.arange(1, 12)
series = np.sum(1 / (m * np.expm1(2 * np.pi * m)))
C = (np.euler_gamma + np.log(2) / 2 - np.log(np.pi)
     + np.pi / 6 + 2 * series)


def reduced_asymptotic(n):
    return (np.log(n) + C) / (2 * np.pi)


# Site covariance equation, built from neighbours without Fourier modes
n_small = 6
sites = n_small**2
drift = np.zeros((sites, sites))
for x in range(n_small):
    for y in range(n_small):
        i = x * n_small + y
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            j = ((x + dx) % n_small) * n_small + (y + dy) % n_small
            drift[i, j] += nu / a**2
            drift[i, i] -= nu / a**2
noise_cov = 2 * D / a**2 * np.eye(sites)


def covariance_rate(t, flat):
    cov = flat.reshape(sites, sites)
    return (drift @ cov + cov @ drift.T + noise_cov).ravel()


test_taus = np.array([0.2, 1.0, 12.0])
solution = solve_ivp(covariance_rate, (0, test_taus[-1] * a**2 / nu),
                     np.zeros(sites**2), method="DOP853",
                     t_eval=test_taus * a**2 / nu, rtol=1e-9, atol=1e-12)
assert solution.success
cov_widths = []
for column, tau in zip(solution.y.T, test_taus):
    cov = column.reshape(sites, sites)
    w2 = np.trace(cov) / sites - cov.mean()
    cov_widths.append(w2)
    assert abs(w2 / (ratio * reduced_growing(n_small, tau)) - 1) < 1e-5
assert abs(cov_widths[-1] / (ratio * reduced_saturated(n_small)) - 1) < 1e-4

# Langevin simulation; the tolerance covers about 2 percent time-step
# bias and about 1.3 percent statistical error
rng = np.random.default_rng(7)
n_sim, copies, dtau, steps = 16, 200, 0.02, 1500
h = np.zeros((copies, n_sim, n_sim))
for _ in range(steps):
    lap = (np.roll(h, 1, 1) + np.roll(h, -1, 1)
           + np.roll(h, 1, 2) + np.roll(h, -1, 2) - 4 * h)
    h += dtau * lap + np.sqrt(2 * dtau) * rng.standard_normal(h.shape)
w2_sim = ratio * np.mean(np.var(h, axis=(1, 2)))
w2_sim_expected = ratio * reduced_saturated(n_sim)
assert abs(w2_sim / w2_sim_expected - 1) < 0.06

# Exact row summation, and the large-N law with its constant
sizes = [16, 32, 64, 128, 256, 512, 1024]
direct = np.array([reduced_saturated(n) for n in sizes])
for n, value in zip(sizes, direct):
    assert abs(reduced_by_rows(n) - value) < 1e-10
    assert abs(reduced_asymptotic(n) - value) < 1 / n**2
n_huge = 2**20
huge = reduced_by_rows(n_huge)
assert abs(huge - reduced_asymptotic(n_huge)) < 1e-8

# Ingredients of the constant
integral = quad(lambda th: (1 / np.sqrt(1 + np.sin(th)**2) - 1)
                / np.sin(th), 0, np.pi / 2)[0]
assert abs(integral + np.log(2) / 2) < 1e-8
n_csc = 2000
csc_sum = np.sum(1 / np.sin(np.pi * np.arange(1, n_csc) / n_csc))
csc_law = 2 * n_csc / np.pi * (np.log(2 * n_csc / np.pi) + np.euler_gamma)
assert abs(csc_sum - csc_law) < 1e-3

# One-dimensional contrast: a genuine power law


def reduced_line(n):
    k = 2 * np.pi * np.arange(1, n) / n
    return np.sum(1 / (2 - 2 * np.cos(k))) / n


for n in (16, 100, 512):
    assert abs(reduced_line(n) / ((n**2 - 1) / (12 * n)) - 1) < 1e-9
line_exponent = 0.5 * np.log2(reduced_line(1024) / reduced_line(512))
assert abs(line_exponent - 0.5) < 1e-4

# Another cutoff: spectrum q^2 inside the same square zone


def reduced_other_cutoff(n):
    q = 2 * np.pi * np.fft.fftfreq(n)
    q2 = (q[:, None]**2 + q[None, :]**2).ravel()[1:]
    return np.sum(1 / q2) / n**2


other_step = reduced_other_cutoff(512) - reduced_other_cutoff(256)
assert abs(other_step - np.log(2) / (2 * np.pi)) < 1e-4
C_other = 2 * np.pi * reduced_other_cutoff(512) - np.log(512)
assert abs(C_other - C) > 0.01

# Apparent exponent from neighbouring sizes
local_exponent = 0.5 * np.diff(np.log(direct)) / np.log(2)
middle = np.log(np.sqrt(512 * 1024))
assert abs(local_exponent[-1] * 2 * (middle + C) - 1) < 2e-3
assert np.all(np.diff(local_exponent) < 0)

# Growth before saturation; the omitted uniform mode is restored
tau_1, tau_2 = 10.0, 100.0
for tau in (tau_1, tau_2):
    infinite = quad(lambda s: 2 * ive(0, 4 * s)**2, 0, tau,
                    epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    assert abs(reduced_growing(256, tau) + 2 * tau / 256**2
               - infinite) < 1e-7
growth = ((reduced_growing(1024, tau_2) - reduced_growing(1024, tau_1))
          / np.log(tau_2 / tau_1))
assert abs(growth * 4 * np.pi - 1) < 5e-3


def saturation_time(n):
    return (n * a)**2 / (8 * np.pi**2 * nu)


tau_sat = saturation_time(64) * nu / a**2
deficits = [reduced_saturated(64) - reduced_growing(64, f * tau_sat)
            for f in (5, 6)]
assert abs(deficits[1] / deficits[0] * np.e - 1) < 0.01

# A power law fitted over a limited range, then extrapolated
log_n = np.log(sizes[:4])
log_w = 0.5 * np.log(ratio * direct[:4])
fit_exponent, fit_offset = np.polyfit(log_n, log_w, 1)
fit_error = np.max(np.abs(np.expm1(fit_exponent * log_n + fit_offset
                                   - log_w)))
w_fit = np.exp(fit_exponent * np.log(n_huge) + fit_offset)
w_true = np.sqrt(ratio * huge)
assert w_fit > 1.2 * w_true

print(f"lattice spacing a = {a:.2f} nm")
print(f"smoothing coefficient nu = {nu:.1f} nm^2/s")
print(f"noise strength D = {D:.1f} nm^4/s")
print(f"D/nu = {ratio:.3f} nm^2")
print(f"D/(2 pi nu) = {ratio / (2 * np.pi):.6f} nm^2")
print(f"series sum in C = {series:.7f} (dimensionless)")
print(f"constant C, lattice = {C:.6f} (dimensionless)")
print(f"constant C, q^2 in square zone = {C_other:.4f} (dimensionless)")
print("saturated: N | L (nm) | W^2 sum (nm^2) | W^2 law (nm^2) | W (nm)")
for n, value in zip(sizes + [n_huge], list(direct) + [huge]):
    print(f"{n:8d} | {n * a:.1f} | {ratio * value:.6f} | "
          f"{ratio * reduced_asymptotic(n):.6f} | "
          f"{np.sqrt(ratio * value):.4f}")
print("doubling: N to 2N | added W^2 (nm^2) | apparent exponent")
for n, step, exponent in zip(sizes[:-1], np.diff(direct), local_exponent):
    print(f"{n:5d} to {2 * n:5d} | {ratio * step:.6f} | {exponent:.4f}")
print(f"predicted step per doubling = "
      f"{ratio * np.log(2) / (2 * np.pi):.6f} nm^2")
print(f"1D exponent, N 512 to 1024 = {line_exponent:.5f}")
print(f"power-law fit, N 16 to 128: exponent = {fit_exponent:.4f}")
print(f"largest fit error in W, same range = {100 * fit_error:.2f} percent")
print(f"fit extrapolated to N = {n_huge}: W = {w_fit:.4f} nm")
print(f"true W at that N = {w_true:.4f} nm")
print(f"extrapolated / true W = {w_fit / w_true:.3f}")
print(f"growth dW^2/d ln t, N=1024, tau 10-100 = {ratio * growth:.6f} nm^2")
print(f"growth law D/(4 pi nu) = {ratio / (4 * np.pi):.6f} nm^2")
print(f"saturation time, N=1024 = {saturation_time(1024):.1f} s")
print(f"saturation time, N={n_huge} = {saturation_time(n_huge):.3e} s")
print(f"same in years = {saturation_time(n_huge) / (365.25 * 86400):.2f} yr")
print(f"simulation N=16, {copies} copies: W^2 = {w2_sim:.4f} nm^2")
print(f"mode sum N=16: W^2 = {w2_sim_expected:.4f} nm^2")
print(f"covariance equation N=6, tau=12: W^2 = {cov_widths[-1]:.6f} nm^2")
print(f"mode sum N=6, saturated: W^2 = "
      f"{ratio * reduced_saturated(n_small):.6f} nm^2")
print("tests ok")
```

Running it gives:

```
lattice spacing a = 0.30 nm
smoothing coefficient nu = 10.0 nm^2/s
noise strength D = 1.0 nm^4/s
D/nu = 0.100 nm^2
D/(2 pi nu) = 0.015915 nm^2
series sum in C = 0.0018727 (dimensionless)
constant C, lattice = 0.306404 (dimensionless)
constant C, q^2 in square zone = -0.1717 (dimensionless)
saturated: N | L (nm) | W^2 sum (nm^2) | W^2 law (nm^2) | W (nm)
      16 | 4.8 | 0.048992 | 0.049004 | 0.2213
      32 | 9.6 | 0.060033 | 0.060035 | 0.2450
      64 | 19.2 | 0.071067 | 0.071067 | 0.2666
     128 | 38.4 | 0.082099 | 0.082099 | 0.2865
     256 | 76.8 | 0.093131 | 0.093131 | 0.3052
     512 | 153.6 | 0.104163 | 0.104163 | 0.3227
    1024 | 307.2 | 0.115194 | 0.115194 | 0.3394
 1048576 | 314572.8 | 0.225512 | 0.225512 | 0.4749
doubling: N to 2N | added W^2 (nm^2) | apparent exponent
   16 to    32 | 0.011040 | 0.1466
   32 to    64 | 0.011034 | 0.1217
   64 to   128 | 0.011032 | 0.1041
  128 to   256 | 0.011032 | 0.0909
  256 to   512 | 0.011032 | 0.0808
  512 to  1024 | 0.011032 | 0.0726
predicted step per doubling = 0.011032 nm^2
1D exponent, N 512 to 1024 = 0.50000
power-law fit, N 16 to 128: exponent = 0.1239
largest fit error in W, same range = 0.81 percent
fit extrapolated to N = 1048576: W = 0.8812 nm
true W at that N = 0.4749 nm
extrapolated / true W = 1.856
growth dW^2/d ln t, N=1024, tau 10-100 = 0.007970 nm^2
growth law D/(4 pi nu) = 0.007958 nm^2
saturation time, N=1024 = 119.5 s
saturation time, N=1048576 = 1.253e+08 s
same in years = 3.97 yr
simulation N=16, 200 copies: W^2 = 0.0498 nm^2
mode sum N=16: W^2 = 0.0490 nm^2
covariance equation N=6, tau=12: W^2 = 0.033323 nm^2
mode sum N=6, saturated: W^2 = 0.033323 nm^2
tests ok
```
